# Joining bound and continuum annihilation strength at the Coulomb threshold: verification in Python

```python
"""
Result under test: for a pair with reduced mass mu in the potential -Z/r, the
contact strength per unit energy is
    continuum:  rho(E) = rho0 / (1 - exp(-2 pi eta)),  rho0 = mu^2 Z / pi,
    bound:      |psi_n(0)|^2 = (mu Z)^3 / (pi n^3) = rho0 * dE_n/dn,
with eta = mu Z / k and k = sqrt(2 mu E). Averaged over a Gaussian energy window
that covers many levels, the total strength is rho0 on both sides of threshold.
Annihilation rate of a singlet state = K |psi(0)|^2, with K = 4 pi alpha^3.
Hartree atomic units; positronium has mu = 1/2, Z = 1.
"""
import numpy as np
import mpmath as mp
from scipy.constants import fine_structure, physical_constants
from scipy.linalg import eigh
from scipy.special import zeta

mu, Z = 0.5, 1.0
rho0 = mu**2 * Z / np.pi


def level(n):
    return -mu * Z**2 / (2 * n**2)


def contact(n):
    return (mu * Z)**3 / (np.pi * n**3)


def continuum(E):
    eta = mu * Z / np.sqrt(2 * mu * E)
    return rho0 / (-np.expm1(-2 * np.pi * eta))


# --- Two-photon annihilation at rest from explicit Dirac matrices (m = e = 1)
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
zero2, one2 = np.zeros((2, 2)), np.eye(2)
gamma = [np.block([[one2, zero2], [zero2, -one2]]).astype(complex)]
gamma += [np.block([[zero2, s], [-s, zero2]]) for s in pauli]


def slash(a):
    return a[0] * gamma[0] - sum(a[i] * gamma[i] for i in (1, 2, 3))


def square(a):
    return a[0]**2 - np.dot(a[1:], a[1:])


p = np.array([1.0, 0, 0, 0])
k1, k2 = np.array([1.0, 0, 0, 1]), np.array([1.0, 0, 0, -1])
polarizations = [np.array([0, 1.0, 0, 0]), np.array([0, 0, 1.0, 0])]
u_spinors = np.sqrt(2) * np.vstack([one2, zero2])
v_spinors = np.sqrt(2) * np.vstack([zero2, one2])
amplitude_sum = 0.0
for e1 in polarizations:
    for e2 in polarizations:
        operator = np.zeros((4, 4), complex)
        for ka, ea, eb in ((k1, e1, e2), (k2, e2, e1)):
            q = p - ka
            operator += (slash(eb) @ (slash(q) + np.eye(4)) @ slash(ea)
                         / (square(q) - 1))
        M = v_spinors.T @ gamma[0] @ operator @ u_spinors
        # Proportional to the unit matrix: only the spin singlet annihilates
        assert np.allclose(M, M[0, 0] * one2, atol=1e-12)
        amplitude_sum += np.sum(abs(M)**2)
alpha = fine_structure
# flux 1/4, identical photons 1/2, two-body phase space 1/(8 pi), e^2 = 4 pi alpha
K_natural = amplitude_sum * (4 * np.pi * alpha)**2 / (4 * 2 * 8 * np.pi)
K = K_natural * alpha  # (hbar/mc)^2 c equals alpha in atomic units
assert abs(K / (4 * np.pi * alpha**3) - 1) < 1e-12

# --- Growing asymptotic part of the regular radial solution
nu_test, x_test = mp.mpf("2.5"), mp.mpf(2000)
asymptotic = mp.exp(x_test) * x_test**(-1 - nu_test) / mp.gamma(1 - nu_test)
growth_ratio = float(mp.hyp1f1(1 - nu_test, 2, x_test) / asymptotic)
assert abs(growth_ratio - 1) < 0.01  # first correction is of order 1/x

# --- Diagonalization in a sphere, polynomials vanishing at both ends
R, size = 400.0, 420
x, weight = np.polynomial.legendre.leggauss(size + 10)
P = np.polynomial.legendre.legvander(x, size + 1)
j = np.arange(size)
basis = (P[:, :size] - P[:, 2:size + 2]) / np.sqrt(4 * j + 6)
r = R * (1 + x) / 2
overlap = basis.T @ (basis * (weight * R / 2)[:, None])
attraction = -Z * basis.T @ (basis * (weight * R / (2 * r))[:, None])
H = np.eye(size) * (2 / R) / (2 * mu) + attraction
box_E, vectors = eigh(H, overlap)
edge_slope = (-1.0)**j * np.sqrt((2 * j + 3) / 2) * 2 / R
box_contact = (edge_slope @ vectors)**2 / (4 * np.pi)
for n in range(1, 7):
    assert abs(box_E[n - 1] / level(n) - 1) < 1e-6
    assert abs(box_contact[n - 1] / contact(n) - 1) < 1e-5

# Continuum strength = contact density divided by the box-level spacing
first = int(np.argmax(box_E > 0)) + 3
last = int(np.argmax(box_E > 1.2**2 / (2 * mu)))
index = np.arange(first, last)
spacing = (8 * (box_E[index + 1] - box_E[index - 1])
           - (box_E[index + 2] - box_E[index - 2])) / 12
box_rho = box_contact[index] / spacing
box_error = np.max(abs(box_rho / continuum(box_E[index]) - 1))
assert box_error < 5e-3  # finite-difference error of the level spacing

# --- Gaussian energy averages of poles plus continuum
n_max = 200000
n_all = np.arange(1, n_max + 1, dtype=float)
node, node_weight = np.polynomial.legendre.leggauss(200)


def averaged(center, width):
    def window(E):
        return (np.exp(-(E - center)**2 / (2 * width**2))
                / (np.sqrt(2 * np.pi) * width))
    bound = np.sum(contact(n_all) * window(level(n_all)))
    bound += contact(1) * zeta(3, n_max + 1) * window(0.0)
    top = max(center, 0.0) + 12 * width
    E = top * (1 + node) / 2
    free = np.sum(node_weight * top / 2 * continuum(E) * window(E))
    return bound / rho0, free / rho0


w = 0.001
rows = []
for t in (-2, -1, 0, 1, 2):
    b, c = averaged(t * w, w)
    assert abs(b + c - 1) < 1e-4
    rows.append((t * w, b, c, b + c))
widths = (0.02, 0.01, 0.005, 0.001)
deviations = [sum(averaged(0.0, width)) - 1 for width in widths]
# A tenfold narrower window: the remainder falls faster than the third power
assert abs(deviations[3]) < 1e-3 * abs(deviations[1])

# A window narrower than the level spacing must fail to give a flat strength
narrow = 3e-4
on_pole = sum(averaged(level(5), narrow))
between = sum(averaged((level(5) + level(6)) / 2, narrow))
assert on_pole > 3 and between < 0.01

# --- Summed strength of all levels above n = N, against rho0 times energy
tails = []
for N in (10, 20):
    edge = -level(N + 0.5)
    ratio = contact(1) * zeta(3, N + 1) / (rho0 * edge)
    assert abs((1 - ratio) * 4 * (N + 0.5)**2 - 1) < 0.02
    tails.append((N, edge, ratio))

# --- Annihilation width over local level spacing, spacing by differences
width_ratios = []
for n in (1, 5, 20):
    h = 1e-4 * n
    slope = (level(n + h) - level(n - h)) / (2 * h)
    width_ratios.append(K * contact(n) / slope)
    assert abs(width_ratios[-1] / alpha**3 - 1) < 1e-6

time_unit = physical_constants["atomic unit of time"][0]
print(f"reduced mass = {mu} m_e, charge product Z = {Z}")
print(f"fine-structure constant = {alpha:.9f}")
print(f"sum of |M|^2 over spins and polarizations = {amplitude_sum:.6f} e^4")
print(f"contact rate constant K = {K:.6e} a.u.")
print(f"threshold strength rho0 = {rho0:.8f} a.u.")
print(f"K*rho0 = {K * rho0:.6e} (dimensionless)")
print(f"growing-part ratio at nu=2.5, x=2000: {growth_ratio:.6f}")
print("n, E_n [hartree], |psi_n(0)|^2 formula and box [bohr^-3], rate [1/s]")
for n in (1, 2, 3, 6):
    print(f"  {n} {level(n):.8f} {contact(n):.8e} {box_contact[n-1]:.8e}"
          f" {K * contact(n) / time_unit:.5e}")
print(f"ground-state lifetime = {time_unit / (K * contact(1)) * 1e9:.6f} ns")
print("annihilation width / level spacing for n = 1, 5, 20:")
print("  " + " ".join(f"{value:.6e}" for value in width_ratios))
print("E [hartree], eta, enhancement S, rho/rho0, free rho/rho0")
for E in (0.001, 0.01, 0.1, 1.0):
    k = np.sqrt(2 * mu * E)
    free_rho = mu * k / (2 * np.pi**2)
    print(f"  {E:.3f} {mu * Z / k:.5f} {continuum(E) / free_rho:.5f}"
          f" {continuum(E) / rho0:.7f} {free_rho / rho0:.6f}")
print(f"box radius = {R:.0f} bohr, polynomials = {size}")
print("box continuum: E [hartree], box rho/rho0, formula rho/rho0")
for i in (0, len(index) // 3, 2 * len(index) // 3, len(index) - 1):
    E = box_E[index[i]]
    print(f"  {E:.6f} {box_rho[i] / rho0:.6f} {continuum(E) / rho0:.6f}")
print(f"largest relative box-formula difference = {box_error:.2e}")
print(f"Gaussian standard deviation w = {w} hartree")
print("center [hartree], bound part, continuum part, total (all over rho0)")
for center, b, c, total in rows:
    print(f"  {center:+.3f} {b:.7f} {c:.7f} {total:.7f}")
print("window at threshold: w [hartree], total/rho0 - 1")
for width, deviation in zip(widths, deviations):
    print(f"  {width:.3f} {deviation:+.3e}")
print(f"narrow window w = {narrow} hartree, total/rho0:")
print(f"  centered on n=5: {on_pole:.5f}; midway n=5 to 6: {between:.3e}")
print("levels above N: N, |edge energy| [hartree], sum/(rho0*|edge|)")
for N, edge, ratio in tails:
    print(f"  {N} {edge:.8f} {ratio:.8f}")
print("finished without a failed check")
```

Running it gives:

```
reduced mass = 0.5 m_e, charge product Z = 1.0
fine-structure constant = 0.007297353
sum of |M|^2 over spins and polarizations = 16.000000 e^4
contact rate constant K = 4.883215e-06 a.u.
threshold strength rho0 = 0.07957747 a.u.
K*rho0 = 3.885939e-07 (dimensionless)
growing-part ratio at nu=2.5, x=2000: 1.004392
n, E_n [hartree], |psi_n(0)|^2 formula and box [bohr^-3], rate [1/s]
  1 -0.25000000 3.97887358e-02 3.97887358e-02 8.03250e+09
  2 -0.06250000 4.97359197e-03 4.97359197e-03 1.00406e+09
  3 -0.02777778 1.47365688e-03 1.47365688e-03 2.97500e+08
  6 -0.00694444 1.84207110e-04 1.84207110e-04 3.71875e+07
ground-state lifetime = 0.124494 ns
annihilation width / level spacing for n = 1, 5, 20:
  3.885939e-07 3.885939e-07 3.885939e-07
E [hartree], eta, enhancement S, rho/rho0, free rho/rho0
  0.001 15.81139 99.34588 1.0000000 0.010066
  0.010 5.00000 31.41593 1.0000000 0.031831
  0.100 1.58114 9.93507 1.0000485 0.100658
  1.000 0.50000 3.28348 1.0451657 0.318310
box radius = 400 bohr, polynomials = 420
box continuum: E [hartree], box rho/rho0, formula rho/rho0
  0.005102 0.999992 1.000000
  0.221320 1.001260 1.001260
  0.701976 1.024093 1.024093
  1.425488 1.077570 1.077570
largest relative box-formula difference = 7.75e-06
Gaussian standard deviation w = 0.001 hartree
center [hartree], bound part, continuum part, total (all over rho0)
  -0.002 0.9772472 0.0227501 0.9999973
  -0.001 0.8413453 0.1586553 1.0000005
  +0.000 0.5000000 0.5000000 1.0000000
  +0.001 0.1586553 0.8413447 1.0000000
  +0.002 0.0227501 0.9772499 1.0000000
window at threshold: w [hartree], total/rho0 - 1
  0.020 -5.310e-03
  0.010 -1.024e-03
  0.005 -1.226e-04
  0.001 -2.313e-08
narrow window w = 0.0003 hartree, total/rho0:
  centered on n=5: 5.31923; midway n=5 to 6: 1.961e-05
levels above N: N, |edge energy| [hartree], sum/(rho0*|edge|)
  10 0.00226757 0.99774431
  20 0.00059488 0.99940594
finished without a failed check
```
